# In-plane polarization at saddle stackings in parallel boron nitride bilayers: a numerical check

```python
"""Sliding-induced in-plane polarization of a parallel BN-like bilayer.

Result under test: P_par(r) is even in the sliding vector r and covariant under
C3v. It vanishes at AA, AB, BA and may be nonzero at the saddle, along the bond.
Lowest harmonic: P_par = p * sum_j g_j cos(G_j.r), hence 2p at the saddle.
P is the change per area when interlayer hopping is switched on (unit e/nm).
Symbols: a lattice constant, h layer spacing, tau vector from N to B,
E_site B-N site splitting, t_in in-plane hopping, t_perp interlayer hopping
t_perp*exp(-d^2/(4 s^2)) at lateral offset d, Omega cell area.
Orbitals: 0 = N bottom, 1 = B bottom, 2 = N top, 3 = B top.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.interpolate import CubicSpline

a, h, s = 0.25, 0.33, 0.08                  # nm
E_site, t_in, t_perp = 7.0, 2.5, 0.5        # eV
lattice = a * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
Omega = abs(np.linalg.det(lattice))
tau = np.array([0, a / np.sqrt(3)])
rot = np.array([[-0.5, -np.sqrt(3) / 2], [np.sqrt(3) / 2, -0.5]])
bonds = np.array([tau, rot @ tau, rot @ rot @ tau])
G = 4 * np.pi / (np.sqrt(3) * a)
g_unit = bonds / np.linalg.norm(tau)
G_star = G * g_unit
cells = np.array([[i, j] for i in range(-4, 5) for j in range(-4, 5)]) @ lattice
AA, AB, BA, SP = 0 * tau, tau, 2 * tau, 1.5 * tau
to_pC_per_m = const.e / 1e-9 * 1e12


def k_mesh(n):
    f = np.arange(n) / n
    return np.array([[x, y] for x in f for y in f]) @ recip


def add_hops(M, k, i, j, d, amp):
    """Add hopping i-j; slot 0 holds H, slots 1 and 2 hold dH/dk."""
    phase = np.exp(1j * k @ d.T) * amp
    block = np.concatenate([phase.sum(1)[:, None], 1j * phase @ d], axis=1)
    M[:, :, i, j] += block
    M[:, :, j, i] += block.conj()


def layer_bonds(k, hops_bottom, hops_top):
    M = np.zeros((len(k), 3, 4, 4), complex)
    add_hops(M, k, 0, 1, bonds, -np.asarray(hops_bottom))
    add_hops(M, k, 2, 3, bonds, -np.asarray(hops_top))
    return M


def separate_layers(k, hops_bottom, hops_top):
    M = layer_bonds(k, hops_bottom, hops_top)
    M[:, 0] += np.diag([-1, 1, -1, 1]) * E_site / 2
    return M


def coupling(k, r, strength):
    M = np.zeros((len(k), 3, 4, 4), complex)
    for i, j, offset in ((0, 2, r), (0, 3, r + tau), (1, 2, r - tau), (1, 3, r)):
        d = offset + cells
        add_hops(M, k, i, j, d, strength * np.exp(-(d**2).sum(1) / (4 * s**2)))
    return M


def switched_P(M0, M1, nodes=6):
    """Polarization change while M1 is switched on, from Berry curvature."""
    x, weight = np.polynomial.legendre.leggauss(nodes)
    shift = np.zeros(2)
    for lam, w in zip((x + 1) / 2, weight / 2):
        M = M0 + lam * M1
        E, U = np.linalg.eigh(M[:, 0])
        occ, emp = U[:, :, :2], U[:, :, 2:]
        left = emp.conj().transpose(0, 2, 1)
        v_lam = left @ M1[:, 0] @ occ
        v_k = left[:, None] @ M[:, 1:] @ occ[:, None]
        gap2 = (E[:, 2:, None] - E[:, None, :2])**2
        curv = (v_lam.conj()[:, None] * v_k / gap2[:, None]).imag
        shift += w * (-2) * curv.sum((2, 3)).mean(0)
    return -2 * shift / Omega


def P_par(r, t=t_in, tp=t_perp, n=24, nodes=6, anisotropy=0.0):
    k = k_mesh(n)
    hops = t * np.array([1 + anisotropy, 1, 1])
    return switched_P(separate_layers(k, hops, hops), coupling(k, r, tp), nodes)


def P_z(r, t=t_in, tp=t_perp, n=24):
    k = k_mesh(n)
    M = separate_layers(k, [t] * 3, [t] * 3) + coupling(k, r, tp)
    U = np.linalg.eigh(M[:, 0])[1]
    filling = (abs(U[:, :, :2])**2).sum(2).mean(0)
    return -2 * filling @ (np.array([-1, -1, 1, 1]) * h / 2) / Omega


def P_strings(r, n):
    """Same quantity from discrete Berry phases of closed k strings."""
    k = k_mesh(n)
    M0 = separate_layers(k, [t_in] * 3, [t_in] * 3)
    M1 = coupling(k, r, t_perp)
    sites = np.array([0 * tau, tau, r, r + tau])
    center = np.zeros(2)
    for axis in (0, 1):
        products = []
        for M in (M0, M0 + M1):
            U = np.linalg.eigh(M[:, 0])[1][:, :, :2].reshape(n, n, 4, 2)
            U = np.moveaxis(U, axis, 0)
            following = np.roll(U, -1, axis=0).copy()
            following[-1] *= np.exp(-1j * sites @ recip[axis])[None, :, None]
            overlap = U.conj().transpose(0, 1, 3, 2) @ following
            products.append(np.linalg.det(overlap).prod(0))
        phase = -np.angle(products[1] * products[0].conj())
        center += phase.mean() / (2 * np.pi) * lattice[axis]
    return -2 * center / Omega


def pair_sum(r, tp):
    """Leakage from N to B of the other layer: in-plane and vertical parts."""
    up, down = r + tau + cells, tau - r + cells
    w_up = tp**2 * np.exp(-(up**2).sum(1) / (2 * s**2))
    w_down = tp**2 * np.exp(-(down**2).sum(1) / (2 * s**2))
    factor = -2 / (Omega * E_site**2)
    return factor * (w_up @ up + w_down @ down), factor * h * (w_up.sum() - w_down.sum())


# --- weak coupling, flat bands: band theory, pair sum, closed form
r_gen = np.array([0.037, 0.081])
weak = 0.02
w_G = 2 * np.pi * s**2 * np.exp(-(G * s)**2 / 2)        # per squared hopping
p_unit = 4 * np.sqrt(3) * G * s**2 * w_G / (Omega * E_site)**2
pz_unit = 4 * np.sqrt(3) * h * w_G / (Omega * E_site)**2
for r in (r_gen, SP, AB):
    par, ver = pair_sum(r, weak)
    scale = p_unit * weak**2
    assert np.allclose(P_par(r, t=0, tp=weak), par, atol=2e-3 * scale)
    assert abs(P_z(r, t=0, tp=weak) - ver) < 2e-3 * pz_unit * weak**2
    assert np.allclose(par, scale * np.cos(G_star @ r) @ g_unit, atol=5e-3 * scale)
    ver_star = -pz_unit * weak**2 * np.sin(G_star @ r).sum()
    assert abs(ver - ver_star) < 5e-3 * pz_unit * weak**2

# --- full bands: symmetry of the result
P_AA, P_AB, P_BA, P_SP = (P_par(r) for r in (AA, AB, BA, SP))
residual = max(np.linalg.norm(P) for P in (P_AA, P_AB, P_BA))
assert residual < 1e-10
assert abs(P_SP[0]) < 1e-10 and abs(P_SP[1]) > 1e-5
assert abs(P_z(SP)) < 1e-10 and abs(P_z(AB) + P_z(BA)) < 1e-10
P_gen = P_par(r_gen)
mirror = np.array([-1, 1])
assert np.linalg.norm(P_gen) > 1e-5
assert np.allclose(P_par(-r_gen), P_gen, atol=1e-10)
assert np.allclose(P_par(rot @ r_gen), rot @ P_gen, atol=1e-10)
assert np.allclose(P_par(mirror * r_gen), mirror * P_gen, atol=1e-10)
P_SP2, P_SP3 = P_par(rot @ SP), P_par(rot @ rot @ SP)
assert np.linalg.norm(P_SP + P_SP2 + P_SP3) < 1e-10

# control: making one bond differ by 1 % removes the threefold axis at AB
P_broken = P_par(AB, anisotropy=0.01)
assert np.linalg.norm(P_broken) > 1e-7

# the gap stays open while the coupling is switched on
k = k_mesh(24)
gaps = []
for r in (AA, AB, SP, r_gen):
    for lam in (0, 0.5, 1):
        M = separate_layers(k, [t_in] * 3, [t_in] * 3) + lam * coupling(k, r, t_perp)
        E = np.linalg.eigvalsh(M[:, 0])
        gaps.append(E[:, 2].min() - E[:, 1].max())
assert min(gaps) > 1

# independent Berry-phase road, quadratic mesh error extrapolated away
P_string = (4 * P_strings(SP, 96) - P_strings(SP, 48)) / 3
assert np.linalg.norm(P_string - P_SP) < 0.01 * np.linalg.norm(P_SP)
mesh_shift = abs(P_par(SP, n=36, nodes=10)[1] - P_SP[1])
assert mesh_shift < 1e-3 * abs(P_SP[1])

# harmonics of the full result from a sliding map
grid = np.array([[i, j] for i in range(6) for j in range(6)]) / 6 @ lattice
P_map = np.array([P_par(r) for r in grid])
first = (P_map * np.exp(-1j * grid @ G_star[0])[:, None]).mean(0)
second = (P_map * np.exp(-1j * grid @ (G_star[1] - G_star[2]))[:, None]).mean(0)
assert abs(first[0]) < 1e-10 and abs(first[1].imag) < 1e-10
assert abs(second[0]) < 1e-10 and abs(second[1].imag) < 1e-10
p_full = 2 * first[1].real

# --- shear domain wall: x across the wall, slip u along y
mu_shear, barrier_cell = 750.0, 0.003       # eV/nm^2, eV per cell
v = 2 * barrier_cell / Omega
Gy = G_star[:, 1]


def wall_equation(x, y):
    slope_V = -v * (Gy[:, None] * np.sin(Gy[:, None] * y[0])).sum(0)
    return np.array([y[1], 2 * slope_V / mu_shear])


x0 = np.linspace(0, 25, 301)
guess = np.array([SP[1] + tau[1] / 2 * np.tanh(x0 / 4),
                  tau[1] / 8 / np.cosh(x0 / 4)**2])
wall = solve_bvp(wall_equation, lambda A, B: np.array([A[0] - SP[1], B[0] - BA[1]]),
                 x0, guess, tol=1e-8, max_nodes=20000)
assert wall.success
x = np.linspace(0, 25, 5001)
u, du = wall.sol(x)
P_first = p_full * (g_unit[:, 1, None] * np.cos(Gy[:, None] * u)).sum(0)
moment_numeric = 2 * np.trapezoid(P_first, x) if hasattr(np, "trapezoid") \
    else 2 * np.trapz(P_first, x)
moment_closed = np.sqrt(mu_shear / (2 * v)) * p_full * 2 / G * (2 * np.pi / 3 + np.sqrt(3))
assert abs(moment_numeric / moment_closed - 1) < 1e-3
shear_center = np.sqrt(2 * v / mu_shear)
assert abs(du[0] / shear_center - 1) < 1e-3
wall_width = tau[1] / shear_center
path_u = np.linspace(AB[1], BA[1], 25)
path_P = np.array([P_par(np.array([0, y]))[1] for y in path_u])
P_wall = CubicSpline(path_u, path_P)(u)
moment_full = 2 * np.sum((P_wall[1:] + P_wall[:-1]) / 2 * np.diff(x))

# --- neglected effects
beta = 3.0                                  # -dln(t_in)/dln(bond length), rough
layer_shear = shear_center / 2
change = -beta * t_in * g_unit[:, 0] * g_unit[:, 1] * layer_shear
base = separate_layers(k, [t_in] * 3, [t_in] * 3)
zero = np.zeros(3)
piezo_one = switched_P(base, layer_bonds(k, zero, change))
piezo_both = switched_P(base, layer_bonds(k, -change, change))
assert abs(piezo_one[0]) > 1e-5
assert np.linalg.norm(piezo_both) < 0.05 * np.linalg.norm(piezo_one)

Z_born, phonon = 2.7, 0.17                  # e and eV, rough values
m_B, m_N = 10.8, 14.0                       # atomic mass units


def attraction(dy):
    d = SP + tau + np.array([0, dy]) + cells
    return -2 / E_site * t_perp**2 * np.exp(-(d**2).sum(1) / (2 * s**2)).sum()


force = -(attraction(1e-5) - attraction(-1e-5)) / 2e-5
mass = m_B * m_N / (m_B + m_N) * const.atomic_mass
stiffness = mass * (phonon * const.e / const.hbar)**2 / const.e * 1e-18
sublattice_shift = force / stiffness
P_lattice = 2 * Z_born * sublattice_shift / Omega
P_z_AB = P_z(AB)
potential_step = P_z_AB * const.e / 1e-9 / const.epsilon_0

print(f"lattice constant a = {a} nm, spacing h = {h} nm, range s = {s} nm")
print(f"site splitting = {E_site} eV, in-plane hopping = {t_in} eV")
print(f"interlayer hopping at zero offset = {t_perp} eV")
print(f"cell area = {Omega:.5f} nm^2, G = {G:.3f} 1/nm, bond = {tau[1]:.4f} nm")
print(f"smallest gap during switching = {min(gaps):.3f} eV")
print(f"thermal energy at 300 K = {const.k * 300 / const.e:.4f} eV")
print(f"flat-band p, closed form = {p_unit * t_perp**2:.6f} e/nm")
print(f"flat-band saddle P_y, pair sum = {pair_sum(SP, t_perp)[0][1]:.6f} e/nm")
print(f"flat-band AB P_z, pair sum = {pair_sum(AB, t_perp)[1]:.6f} e/nm")
near = SP + tau + cells
order = np.argsort((near**2).sum(1))[:3]
for d in near[order]:
    print(f"saddle N-to-B lateral offset = ({d[0]:+.4f}, {d[1]:+.4f}) nm, "
          f"squared hopping = {t_perp**2 * np.exp(-d @ d / (2 * s**2)):.5f} eV^2")
for t in (0.0, 0.5, 1.0, 1.5, 2.0, 2.5):
    print(f"saddle P_y at in-plane hopping {t:.1f} eV = {P_par(SP, t=t)[1]:+.6f} e/nm")
print(f"largest |P_par| at AA, AB, BA = {residual:.1e} e/nm")
print(f"saddle P_par = ({P_SP[0]:+.1e}, {P_SP[1]:+.6f}) e/nm")
print(f"second saddle P_par = ({P_SP2[0]:+.6f}, {P_SP2[1]:+.6f}) e/nm")
print(f"third saddle P_par = ({P_SP3[0]:+.6f}, {P_SP3[1]:+.6f}) e/nm")
print(f"saddle P_y converted = {P_SP[1] * to_pC_per_m:+.4f} pC/m")
volume_P = P_SP[1] / (2 * h) * const.e / 1e-18 * 100
print(f"saddle P_y over thickness 2h = {volume_P:+.4f} uC/cm^2")
print(f"saddle P_y from Berry strings = {P_string[1]:+.6f} e/nm")
print(f"saddle P_y shift, finer k mesh and switching = {mesh_shift:.1e} e/nm")
print(f"first-harmonic p, full bands = {p_full:+.6f} e/nm, 2p = {2 * p_full:+.6f} e/nm")
print(f"second-star coefficient = {2 * second[1].real:+.6f} e/nm")
print(f"AB P_par with one bond hopping 1 % larger = {P_broken[1]:+.2e} e/nm")
for f in (0, 0.25, 0.5, 0.75, 1):
    r = AB + f * tau
    print(f"path fraction {f:.2f}: P_y = {P_par(r)[1]:+.6f}, P_z = {P_z(r):+.6f} e/nm")
print(f"shear modulus = {mu_shear} eV/nm^2, saddle barrier = {barrier_cell * 1e3} meV/cell")
print(f"wall width (bond / central slope) = {wall_width:.3f} nm")
print(f"wall moment per length, closed form = {moment_closed:+.5f} e")
print(f"wall moment per length, numerical wall = {moment_numeric:+.5f} e")
print(f"wall moment per length, full-band P = {moment_full:+.5f} e")
print(f"central shear of each layer = {layer_shear:.5f}, hopping exponent = {beta}")
print(f"piezo P_x, one layer strained = {piezo_one[0]:+.6f} e/nm")
print(f"piezo P_y, one layer strained = {piezo_one[1]:+.1e} e/nm")
print(f"piezo |P|, opposite strains = {np.linalg.norm(piezo_both):.1e} e/nm")
print(f"rough Born charge = {Z_born} e, rough phonon energy = {phonon} eV")
print(f"sublattice shift from N-B attraction = {sublattice_shift * 1e3:+.4f} pm")
print(f"lattice P_y estimate at saddle = {P_lattice:+.6f} e/nm")
print(f"AB P_z = {P_z_AB:+.6f} e/nm, unscreened potential step = {potential_step:+.4f} V")
print("checks complete")
```

Printed output:

```
lattice constant a = 0.25 nm, spacing h = 0.33 nm, range s = 0.08 nm
site splitting = 7.0 eV, in-plane hopping = 2.5 eV
interlayer hopping at zero offset = 0.5 eV
cell area = 0.05413 nm^2, G = 29.021 1/nm, bond = 0.1443 nm
smallest gap during switching = 6.257 eV
thermal energy at 300 K = 0.0259 eV
flat-band p, closed form = 0.006086 e/nm
flat-band saddle P_y, pair sum = 0.012172 e/nm
flat-band AB P_z, pair sum = 0.028103 e/nm
saddle N-to-B lateral offset = (+0.0000, -0.0722) nm, squared hopping = 0.16643 eV^2
saddle N-to-B lateral offset = (-0.1250, +0.1443) nm, squared hopping = 0.01449 eV^2
saddle N-to-B lateral offset = (+0.1250, +0.1443) nm, squared hopping = 0.01449 eV^2
saddle P_y at in-plane hopping 0.0 eV = +0.012052 e/nm
saddle P_y at in-plane hopping 0.5 eV = +0.010990 e/nm
saddle P_y at in-plane hopping 1.0 eV = +0.008735 e/nm
saddle P_y at in-plane hopping 1.5 eV = +0.006528 e/nm
saddle P_y at in-plane hopping 2.0 eV = +0.004795 e/nm
saddle P_y at in-plane hopping 2.5 eV = +0.003530 e/nm
largest |P_par| at AA, AB, BA = 7.5e-11 e/nm
saddle P_par = (+1.1e-17, +0.003530) e/nm
second saddle P_par = (-0.003057, -0.001765) e/nm
third saddle P_par = (+0.003057, -0.001765) e/nm
saddle P_y converted = +0.5655 pC/m
saddle P_y over thickness 2h = +0.0857 uC/cm^2
saddle P_y from Berry strings = +0.003530 e/nm
saddle P_y shift, finer k mesh and switching = 1.9e-16 e/nm
first-harmonic p, full bands = +0.001779 e/nm, 2p = +0.003557 e/nm
second-star coefficient = -0.000014 e/nm
AB P_par with one bond hopping 1 % larger = +3.61e-05 e/nm
path fraction 0.00: P_y = -0.000000, P_z = +0.011758 e/nm
path fraction 0.25: P_y = +0.002413, P_z = +0.008452 e/nm
path fraction 0.50: P_y = +0.003530, P_z = -0.000000 e/nm
path fraction 0.75: P_y = +0.002413, P_z = -0.008452 e/nm
path fraction 1.00: P_y = +0.000000, P_z = -0.011758 e/nm
shear modulus = 750.0 eV/nm^2, saddle barrier = 3.0 meV/cell
wall width (bond / central slope) = 8.395 nm
wall moment per length, closed form = +0.02728 e
wall moment per length, numerical wall = +0.02728 e
wall moment per length, full-band P = +0.02710 e
central shear of each layer = 0.00860, hopping exponent = 3.0
piezo P_x, one layer strained = -0.011999 e/nm
piezo P_y, one layer strained = +7.2e-05 e/nm
piezo |P|, opposite strains = 1.4e-04 e/nm
rough Born charge = 2.7 e, rough phonon energy = 0.17 eV
sublattice shift from N-B attraction = +0.0855 pm
lattice P_y estimate at saddle = +0.008528 e/nm
AB P_z = +0.011758 e/nm, unscreened potential step = +0.2128 V
checks complete
```
